Front Threshold Shift with Back-Gate Voltage in a Fully Depleted Film

A semiconductor film 50 nm thick lies between two identical insulators, each 50 nm thick and each with a gate on its outer face. The two gates have the same capacitance to the film, 70.83 nF/cm². One might expect that making the back gate 1 V more negative could be undone by making the front gate 1 V more positive. In this model the front gate needs only 0.714 V. The missing 0.286 V has to do with the film itself, which is depleted of electrons and therefore behaves as a third insulating layer.

To see how, let x run from the front surface of the film, x = 0, to its back surface, x = t. The film is n-type, with permittivity ε and a uniform density N of fixed positive charges, each of charge q. The electrostatic potential φ(x) is set to zero where the electron density n equals N. With Boltzmann statistics and a small drain voltage, so that the whole film is in equilibrium with the source,

n = N exp(φ/u), u = kT/q.

At 300 K, u = 25.85 mV. The front and back gate voltages V_f and V_b are taken relative to the source and counted from their flat-band values, the settings at which φ = 0 throughout the film and no field enters it. This convention absorbs the work functions and any interface charge that does not change with voltage. The capacitances per area are C_f for the front insulator, C_b for the back insulator, and

C_s = ε/t

for the film. The total fixed charge per area is Q = qNt.

The front threshold V_th is defined as the value of V_f at which the front surface potential reaches a chosen value φ_t. This value must be high enough to mark the start of a front channel, yet low enough for the electron charge to be negligible beside the fixed charge. Here φ_t = −0.10 V, at which n is about 2% of N at the surface and, where the potential falls steeply towards the back, far less deeper in the film. It is further assumed that there are no holes, and, for the present, that no charge in the film or at its surfaces varies with potential.

Let D = −ε dφ/dx be the electric displacement in the direction of increasing x, and let D_0 be its value just inside the front surface. In the depleted film Gauss's law reads dD/dx = qN, so that

D(x) = D_0 + qNx.

Dividing by −ε gives dφ/dx, and integration from the front surface gives

φ(x) = φ_t − D_0 x/ε − qN x²/(2ε).

At x = t the second term is D_0/C_s. The third is qNt²/(2ε) = Q/(2C_s). The back surface potential is therefore

φ_b = φ_t − D_0/C_s − Q/(2C_s).   (1)

Each insulator is free of charge, so the displacement in it is uniform and equals its capacitance times the potential drop along x. It is continuous at the film surfaces, because fixed interface charge has gone into the flat-band voltages. At the front the drop is from the gate to the film, and at the back from the film to the gate:

D_0 = C_f(V_th − φ_t),   (2)

D_0 + Q = C_b(φ_b − V_b).   (3)

Inserting (1) into (3) gives

D_0 + Q = C_b(φ_t − V_b) − (C_b/C_s)D_0 − (C_b/(2C_s))Q.

With the terms in D_0 collected on the left and those in Q on the right,

D_0(1 + C_b/C_s) = C_b(φ_t − V_b) − Q(1 + C_b/(2C_s)).

Multiplying by C_s/(C_s + C_b) removes the bracket on the left:

D_0 = C_sb(φ_t − V_b) − Q(C_s + C_b/2)/(C_s + C_b),   (4)

where

C_sb = C_s C_b/(C_s + C_b)

is the capacitance of the film and the back insulator in series. Equation (2) then gives the threshold, V_th = φ_t + D_0/C_f, or

V_th = φ_t + (C_sb/C_f)(φ_t − V_b) − (Q/C_f)(C_s + C_b/2)/(C_s + C_b).   (5)

Only one term contains V_b, and it is linear. Hence

dV_th/dV_b = −C_sb/C_f.   (6)

The minus sign says that a more negative back gate requires a more positive front gate. The fixed charge shifts the whole line downward, since positive charge in the film attracts electrons, but it does not alter the slope. The choice of φ_t does not alter the slope either. According to (5), which neglects the electrons, raising φ_t by a small amount raises every threshold by (1 + C_sb/C_f) times that amount.

The series combination has a direct meaning. Holding the front surface at φ_t makes it act, for changes in voltage, like an electrode at fixed potential. A change of V_b is then shared between the back insulator and the film. Subtracting two states with the same φ_t in (1) and (3) gives δD_0 = −C_s δφ_b and δD_0 = C_b(δφ_b − δV_b), so that

δφ_b = [C_b/(C_s + C_b)] δV_b.

The back surface follows part of the gate's motion, and only the remainder changes the field. The front gate must supply the change in displacement δD_0 = −C_sb δV_b through its own capacitance, which is why C_f stands in the denominator of (6).

For the film of the opening, the relative permittivity is 10 and N = 1.0 × 10¹⁷ cm⁻³; both insulators have relative permittivity 4. These values give C_s = 177.08 nF/cm² and Q = 80.11 nC/cm². Then

C_sb = 177.08 × 70.83/(177.08 + 70.83) ≈ 50.6 nF/cm²,

dV_th/dV_b = −50.6/70.83 ≈ −0.714.

The back surface follows the fraction 70.83/247.91 ≈ 0.286 of the back-gate change. This is the missing part of each volt. At V_b = −5 V, equation (4) gives

D_0 ≈ 50.6 × 4.9 − 80.11 × (177.08 + 35.42)/247.91 ≈ 247.9 − 68.7 ≈ 179.2 nC/cm²,

and the threshold is −0.10 + 179.2/70.83 ≈ 2.43 V.

These results neglect the electrons. A numerical solution of Poisson's equation that keeps them, and that treats both insulators and the film as actual layers, tests the neglect. The front voltage is varied until the surface potential equals φ_t. For V_b = −7, −5 and −3 V the thresholds found are 3.860, 2.431 and 1.003 V, against 3.859, 2.431 and 1.002 V from (5). A straight line fitted to five thresholds between −7 and −3 V has slope −0.7141, against −0.7143 from (6).

The small remaining difference can be traced. At V_b = −5 V the electrons amount to 0.053% of the fixed charge, or about 0.042 nC/cm². They sit close to the front surface, where the front gate has to balance them, and this costs 0.042/70.83 V ≈ 0.6 mV. The numerical threshold is indeed higher than the formula by 0.6 mV.

Two limits show what the film does. If it is thin enough that C_s ≫ C_b, then C_sb → C_b and the slope becomes −C_b/C_f, the simple ratio of the gate capacitances. If instead C_s ≪ C_b, the slope becomes −C_s/C_f, and the back insulator no longer matters. For insulators of equal permittivity ε_i and thicknesses t_f and t_b, dividing (6) through by the capacitances gives

dV_th/dV_b = −t_f/(t_b + t ε_i/ε).

The film thus adds to the back insulator an equivalent thickness t ε_i/ε, here 20 nm, and the slope is −50/70. With a 20 nm film and a 100 nm back insulator, the front insulator staying at 50 nm, it is −50/108 ≈ −0.463, close to the simple ratio of −0.5. With 100 nm of front insulator, 100 nm of film and 50 nm of back insulator it is −100/90 ≈ −1.11, far from the simple ratio of −2. The numerical solution gives −0.4628 and −1.1105 for these two cases. The last one also shows that a change of the back gate can move the front surface potential more than an equal change of the front gate does.

The linear law describes the start of a front channel only while the front surface is where electrons gather first. Since dφ/dx = −(D_0 + qNx)/ε, the potential falls all the way from front to back if D_0 > 0. The limiting back voltage V_lim follows from setting D_0 = 0 in (4) and dividing by C_sb:

φ_t − V_lim = Q(C_s + C_b/2)/(C_s C_b),

V_lim = φ_t − Q[1/C_b + 1/(2C_s)].   (7)

In the example, V_lim = −0.10 − 1.131 − 0.226 ≈ −1.46 V. With this quantity, (4) and (5) take a compact form:

D_0 = C_sb(V_lim − V_b), V_th = φ_t + (C_sb/C_f)(V_lim − V_b).   (8)

For V_b above V_lim the displacement at the front is negative, and the potential maximum lies inside the film, where D = 0. Neglecting electrons, its position is x = −D_0/(qN) = t|D_0|/Q. At 0.5 V above the limit this is 50 nm × 25.3/80.11 ≈ 15.8 nm. The numerical solution, with the front surface again at φ_t, puts the maximum at 15.2 nm; the electrons gathered around the maximum are a likely cause of the difference. At 0.5 V below the limit the maximum is at the front surface. Above V_lim, then, conduction starts in the interior before the front surface reaches φ_t, and V_th in (5) no longer marks the turn-on of the device.

If the back gate is made strongly positive, full depletion itself fails. Electrons accumulate at the back surface and take up nearly all further change in the back-gate charge. Between V_b = 4 and 5 V the front voltage needed to hold the front surface at φ_t changes by only −1.4 mV. At the electron densities reached there Boltzmann statistics are only approximate and make the screening look too strong, so the value of −1.4 mV belongs to this model and not to a real film. The film already conducts at its back, so this voltage is not a threshold of the whole device, but it shows how nearly completely the electron layer screens the front from the back gate.

On the negative side the formula sets no limit of its own, because the model contains neither holes nor deep states. At V_b = −7 V the back surface potential is −1.91 V, and each further volt lowers it by 0.286 V. Once it is low enough for holes to collect or deep states to change their charge, that charge screens the back gate and (6) fails. The voltages used here therefore presuppose a wide gap: a band bending of 1.91 V exceeds the whole 1.1 eV gap of silicon. The slopes of the two other geometries were taken between V_b = −8 and −5 V. For the 100 nm film the back surface then reaches −3.11 V, comparable to the gap of about 3 eV of an oxide semiconductor, so that case tests the formula within the model only.

The definition of threshold also matters. A threshold can also be read at a fixed small current, which for constant mobility and fixed drain voltage means a fixed sheet density of electrons, n_sheet, and not a fixed surface potential. Let φ_f be the front surface potential, now free to vary. Close to the front surface φ ≈ φ_f − D_0 x/ε, so the electron density falls exponentially over the length εu/D_0. This is about 1.3 nm at V_b = −5 V, much less than t. Integrating the exponential gives

n_sheet ≈ N exp(φ_f/u) εu/D_0.

A stronger field squeezes the layer, and φ_f must rise to keep n_sheet constant. Let a prime denote a derivative with respect to V_b. Setting the derivative of ln n_sheet to zero gives

φ_f′/u − D_0′/D_0 = 0, so φ_f′ = u D_0′/D_0.

Equation (4), with φ_f in place of φ_t, gives D_0′ = C_sb(φ_f′ − 1). Inserting φ_f′ and solving for D_0′,

D_0′ = −C_sb/(1 − C_sb u/D_0).

Since V_th = φ_f + D_0/C_f, its derivative is D_0′(u/D_0 + 1/C_f), or

dV_th/dV_b = −(C_sb/C_f)(1 + C_f u/D_0)/(1 − C_sb u/D_0).   (9)

The slope now depends on D_0, and so on V_b. To first order in u/D_0 its magnitude exceeds the series value by the fraction u(C_f + C_sb)/D_0, which fades as the back gate becomes more negative. Near V_lim, where D_0 is small, the layer is no longer thin and (9) itself fails.

For n_sheet = 1.0 × 10⁹ cm⁻² and V_b = −5 V the numerical front potential is −0.065 V, and (4) gives D_0 ≈ 181 nC/cm². The two small terms in (9) are 70.83 × 0.02585/181 ≈ 0.0101 and 50.6 × 0.02585/181 ≈ 0.0072. The slope is therefore −0.7143 × 1.0101/0.9928 ≈ −0.727. The numerical solution gives −0.7265, which is 1.7% larger in magnitude than the series law. Both values treat the electrons as classical particles. In a real film with a small effective mass, such as a third of the free-electron mass, quantum confinement makes so thin a layer wider and raises the lowest electron energy as the field grows. φ_f must then rise further with the field, and the excess over the series law is larger than 1.7%. Within the classical model, then, the law is linear for a fixed surface potential and nearly linear for a fixed small current well below V_lim.

A more serious change comes from gap states, which amorphous films contain. Suppose they have a uniform density g per volume and energy, stay in equilibrium with the electrons, and are neutral as a whole at φ = 0. When φ is lowered some of them empty, leaving positive charge. Their charge density is −qgφ, with φ in volts and g per electronvolt. Poisson's equation becomes

d²φ/dx² = −qN/ε + φ/λ², λ = √(ε/(qg)).

For a change δV_b at fixed φ_t the constant term drops out, leaving d²δφ/dx² = δφ/λ² with δφ(0) = 0. The solution is δφ = A sinh(x/λ). The condition at the back insulator, −ε dδφ/dx = C_b(δφ − δV_b) at x = t, reads

−(ε/λ)A cosh(t/λ) = C_b A sinh(t/λ) − C_b δV_b,

and therefore

A = C_b δV_b/[C_b sinh(t/λ) + (ε/λ)cosh(t/λ)].

At the front δD_0 = −(ε/λ)A, and the threshold shifts by δD_0/C_f:

dV_th/dV_b = −(1/C_f)(ε/λ)C_b/[C_b sinh(t/λ) + (ε/λ)cosh(t/λ)].   (10)

The slope is still constant, because the trap charge is linear in φ, but its magnitude is smaller. When λ ≫ t, sinh(t/λ) → t/λ and cosh(t/λ) → 1; the factors 1/λ cancel and (6) returns. When λ ≪ t, both functions approach exp(t/λ)/2, and (10) falls off as exp(−t/λ). Like (6), however, (10) is a threshold slope only while D_0 > 0 and the electrons are negligible, and at ordinary voltages that limit breaks both conditions. Without electrons the interior potential would tend to N/g, which is positive, so the film is no longer depleted and conduction starts inside it. In the example film at V_b = −4 V, D_0 is already negative for g = 1 × 10¹⁸ cm⁻³ eV⁻¹ (t/λ ≈ 2.1), and for g = 1 × 10¹⁹ cm⁻³ eV⁻¹ the electrons amount to about 39% of the fixed charge. A depleted film is thus a plain capacitor only if its charge does not respond to the potential.

With g = 1.0 × 10¹⁷ cm⁻³ eV⁻¹ in the example film, λ = 74.3 nm, t/λ ≈ 0.673 and ε/λ ≈ 119 nF/cm². The denominator of (10) is about 70.83 × 0.725 + 119 × 1.235 ≈ 198 nF/cm². Since C_b = C_f here, the slope is about −119/198 ≈ −0.60. The numerical solution gives −0.6002, and (10) evaluated without rounding gives −0.6004. This is 16% smaller in magnitude than the series law, with all thicknesses and permittivities held fixed.

Films and insulators tens of nanometres thick are realistic for dual-gate transistors of amorphous oxide semiconductors. The values used here are round model parameters, and the donor density in particular varies strongly with processing. One assumption that such devices do not satisfy is that of fixed charge. Their gap states are not uniform in energy, and some respond too slowly to follow a voltage sweep. The fall from 0.714 to 0.600 shows how far one moderate, uniform density moves the result; it is not a prediction for a particular film. A measured slope smaller in magnitude than C_sb/C_f is therefore compatible with charge that responds in the film, but an error in a thickness or a permittivity would have a similar effect. The slope alone cannot tell them apart. The results of the numerical solution are collected in the output below.

Values computed for the example and the checks

```
temperature = 300 K, thermal voltage = 25.85 mV
film thickness = 50 nm, rel. permittivity = 10
front, back insulator = 50, 50 nm, rel. permittivity = 4
fixed charge density N = 1.0e+17 cm^-3
threshold surface potential = -0.10 V
Cf = 70.83 nF/cm^2
Cb = 70.83 nF/cm^2
Cs = 177.08 nF/cm^2
series Csb = 50.60 nF/cm^2
film charge Q = 80.11 nC/cm^2
slope formula -Csb/Cf = -0.7143 V/V
simple estimate -Cb/Cf = -1.0000 V/V
upper back-voltage limit V_lim = -1.457 V
Vb (V): Vth formula, Vth Poisson, back potential Poisson (V)
  -7: 3.8592, 3.8596, -1.9099
  -6: 3.1449, 3.1454, -1.6242
  -5: 2.4306, 2.4312, -1.3384
  -4: 1.7163, 1.7171, -1.0527
  -3: 1.0020, 1.0033, -0.7670
slope Poisson, fitted = -0.7141 V/V
D0 at Vb = -5 V: 179.25 nC/cm^2
electrons left / fixed charges at Vb = -5 V: 0.053 %
insulator/film/insulator 50/20/100 nm: formula -0.4630, Poisson -0.4628 V/V
insulator/film/insulator 100/100/50 nm: formula -1.1111, Poisson -1.1105 V/V
potential maximum at V_lim - 0.5 V: x = 0.0 nm
potential maximum at V_lim + 0.5 V: x = 15.2 nm
slope with back accumulated, Vb = 4 to 5 V: -1.4e-03 V/V
constant sheet density = 1.0e+09 cm^-2, Vb = -5 V:
  Vth = 2.4923 V, front potential = -0.0653 V
  slope formula = -0.7268 V/V, Poisson = -0.7265 V/V
  excess over series law = 1.71 %
gap states = 1.0e+17 cm^-3 eV^-1, screening length = 74.3 nm
  slope formula = -0.6004 V/V, Poisson = -0.6002 V/V
```
